# Unequal nanosheet sides do not guarantee nondegenerate subbands

Q: I am listing the subbands of a nanosheet channel that is 30 nm wide and 15 nm thick. A square wire has degenerate levels because its two axes can be exchanged. My sheet has unequal sides, so that symmetry is gone, and I can treat every subband as nondegenerate apart from spin. Correct?

A: No. Unequal sides remove one reason for levels to coincide. They do not show that no other reason exists. Let us get the levels first. Which model are you using?

Q: The simplest one: flat potential inside, infinitely high walls, one effective mass \(m\) in all directions, current along \(z\).

A: Then let \(x\) run from 0 to \(W\) across the width and \(s\) from 0 to \(T\) through the thickness. I will allow different masses \(m_w\) and \(m_t\) along these directions, because we shall need them later. The equation in the cross-section is

\[
-\frac{\hbar^2}{2m_w}\frac{\partial^2\psi}{\partial x^2}-\frac{\hbar^2}{2m_t}\frac{\partial^2\psi}{\partial s^2}=E\psi .
\]

Try \(\psi=X(x)S(s)\) and divide by \(XS\). One term then depends on \(x\) alone, the other on \(s\) alone, and their sum is constant, so each is constant. The solutions are sines and cosines. Vanishing at \(x=0\) and \(s=0\) leaves the sines; vanishing at the opposite walls requires a whole number of half-waves:

\[
\psi_{n,p}=\frac{2}{\sqrt{WT}}\sin\frac{n\pi x}{W}\,\sin\frac{p\pi s}{T},\qquad n,p=1,2,3,\dots
\]

Each second derivative returns the function times \(-(n\pi/W)^2\) or \(-(p\pi/T)^2\), so

\[
E(n,p)=\frac{\pi^2\hbar^2}{2}\left(\frac{n^2}{m_wW^2}+\frac{p^2}{m_tT^2}\right).
\]

Motion along the channel adds \(\hbar^2k^2/2m\) to each of these edges. Two subbands with the same edge therefore coincide at every \(k\). I count orbital states here, not their spin or valley copies.

Q: With equal masses, exchanging \(n\) and \(p\) does change the energy when \(W\neq T\).

A: Yes, and that part of your argument is right. Subtracting,

\[
E(n,p)-E(p,n)=\frac{\pi^2\hbar^2}{2m}\,(n^2-p^2)\left(\frac1{W^2}-\frac1{T^2}\right),
\]

which is nonzero for \(n\neq p\) and \(W\neq T\). But this compares each state with one particular partner. To claim nondegeneracy you must compare it with all the others. Put \(W=2T\), so that \(1/T^2=4/W^2\):

\[
E(n,p)=E_0\,(n^2+4p^2),\qquad E_0=\frac{\pi^2\hbar^2}{2mW^2}.
\]

Now work up the list.

Q: \((1,1)\) gives 5, \((2,1)\) gives 8, \((3,1)\) gives 13, \((1,2)\) gives 17. Then \((4,1)\) gives \(16+4=20\), and \((2,2)\) gives \(4+16=20\). They are equal. Could they be one state written in two ways?

A: No. Their overlap contains the factor \(\int_0^W\sin(4\pi x/W)\sin(2\pi x/W)\,dx=0\), so they are orthogonal. The level is twofold, and any combination of the two is also a stationary state.

For your sheet take \(m=0.045\,m_0\), with \(m_0\) the free-electron mass. Then \(E_0=9.285\) meV, and the edges are

- \((1,1)\): 46.4 meV
- \((2,1)\): 74.3 meV
- \((3,1)\): 120.7 meV
- \((1,2)\): 157.8 meV
- \((4,1)\) and \((2,2)\): \(20\times9.285=185.7\) meV
- \((3,2)\): 232.1 meV

The pair \((1,2)\), \((2,1)\), which would coincide in a square, is split by \(9E_0=83.6\) meV. Yet the fifth and sixth subbands open together.

Q: Does that have a visible consequence, or is it bookkeeping?

A: It changes the density of states. For one subband with edge \(E_i\), counting two spins and both signs of \(k\), the number of states per unit length and energy is

\[
g_i(E)=2\cdot2\cdot\frac1{2\pi}\frac{dk}{dE}=\frac{\sqrt{2m}}{\pi\hbar}\,\frac1{\sqrt{E-E_i}},
\]

because \(k=\sqrt{2m(E-E_i)}/\hbar\). At 185.7 meV two such terms start at the same energy, so the new contribution is twice that of a single edge. The number of open subbands goes from four to six without passing through five.

Q: It still looks like a numerical accident. Is there a symmetry behind it?

A: For this pair there is a geometrical reason. Cut the rectangle at \(x=W/2=T\) into two squares of side \(T\). Both states vanish on the cut, since \(\sin(4\pi/2)=\sin(2\pi/2)=0\). Inside the left square, with \(W=2T\),

\[
\psi_{4,1}\propto\sin\frac{2\pi x}{T}\sin\frac{\pi s}{T},\qquad
\psi_{2,2}\propto\sin\frac{\pi x}{T}\sin\frac{2\pi s}{T}.
\]

These are the square's states \((2,1)\) and \((1,2)\), an ordinary exchange pair. The whole rectangle lacks the exchange symmetry, but these two states fit into squares that have it.

The same construction works when \(W/T=a/b\) with whole numbers \(a\) and \(b\). Choose \(n=aj\) and \(p=bl\). For equal masses,

\[
\frac{n^2}{W^2}+\frac{p^2}{T^2}=\frac{a^2j^2}{W^2}+\frac{b^2l^2}{T^2}=\frac{b^2}{T^2}\,(j^2+l^2),
\]

where the last step uses \(a/W=b/T\). Exchanging \(j\) and \(l\) leaves the energy unchanged. With \(j=1\), \(l=2\), a ratio of 3 gives \((3,2)\) and \((6,1)\), and a ratio of 1.5 gives \((3,4)\) and \((6,2)\). A search through the levels in order of energy shows that these are the lowest coincidences for those two ratios.

Q: Are all coincidences of this kind?

A: No. At 2:1, the states \((1,4)\) and \((7,2)\) give \(1+64=65\) and \(49+16=65\). Here \(n\) is odd, so neither state vanishes on the cut, and the exchange argument does not apply. The equality comes from arithmetic: 65 is a sum of two squares in two different ways.

Q: Then what is the correct criterion for the ideal rectangle?

A: Set \(E(n,p)=E(n',p')\), multiply by \(2m_wW^2/(\pi^2\hbar^2)\), and collect terms:

\[
n^2-n'^2=\rho\,(p'^2-p^2),\qquad \rho=\frac{m_wW^2}{m_tT^2}.
\]

If \(p=p'\), the right side is zero and \(n=n'\), so the states are the same. Two different states therefore have \(p\neq p'\), and we may divide. That makes \(\rho\) a ratio of whole numbers. An irrational \(\rho\) has no coincidences.

Conversely, suppose \(\rho=a/b\) with positive whole numbers. Take \((n,p)=(2a+1,\,2b-1)\) and \((n',p')=(2a-1,\,2b+1)\). Then

\[
n^2-n'^2=(2a+1)^2-(2a-1)^2=8a,\qquad p'^2-p^2=8b,
\]

and \(8a=(a/b)\,8b\), as required. So coincidences exist if and only if \(\rho\) is rational. The pair built this way need not be the lowest. For \(\rho=4\) it is \((9,1)\) and \((7,3)\), with sum 85, far above our pair at 20.

Q: No real dimension is known to be rational or irrational. Does the criterion help me?

A: It settles the mathematical claim, but it is not a fabrication rule. What matters in a device is whether two edges lie closer together than some relevant energy width. For example, take \(\rho=\sqrt5\), which for equal masses means \(W/T\approx1.50\). No two levels coincide. Yet among the states with \(n,p\le40\), the closest two differ by only 0.0014 in \(n^2/\rho+p^2\). The unit of that sum is \(\pi^2\hbar^2/(2mT^2)\), which at your thickness is \(4E_0=37.1\) meV, so the gap is about 0.05 meV. That closest pair, \((8,19)\) and \((15,17)\), lies near 14.5 eV, far outside the range of the effective-mass model. Among the levels below 500 meV the closest are \((3,2)\) and \((4,1)\), near 300 meV and 4.8 meV apart, which is still well below the thermal energy at room temperature. So the point stands: "not equal" can still mean "very close".

Q: How far does my own pair separate if the width is slightly wrong?

A: Hold \(T\) and \(m\) fixed and vary \(W\):

\[
\Delta(W)=E(4,1)-E(2,2)=\frac{\pi^2\hbar^2}{2m}\left(\frac{16-4}{W^2}+\frac{1-4}{T^2}\right)
=\frac{\pi^2\hbar^2}{2m}\left(\frac{12}{W^2}-\frac{3}{T^2}\right).
\]

The prefactor is \(E_0W^2=9.285\times900=8357\) meV nm² with the original width. At \(W=31\) nm,

\[
\Delta=8357\left(\frac{12}{961}-\frac{3}{225}\right)=-7.1\ \text{meV}.
\]

The state \((4,1)\) has more of its energy in the width direction, so widening lowers it more. The slope at 2:1 is

\[
\frac{d\Delta}{dW}=-\frac{12\pi^2\hbar^2}{mW^3}=-7.4\ \text{meV/nm}.
\]

For comparison, a rough mobility \(\mu=3000\) cm²/Vs gives a scattering time \(\tau=\mu m/e\) and a broadening \(\hbar/\tau=\hbar e/(\mu m)=8.6\) meV. An error of 1 nm splits the pair by about as much as scattering blurs it. The thermal energy at 300 K is 25.9 meV, larger than either.

Q: Real walls are not infinitely high. Surely that destroys the coincidence.

A: It destroys it at the drawn ratio 2:1. Let me estimate by how much, treating each direction as its own finite well of width \(L\). Inside, write \(\sin(kx+\varphi)\) with \(k=\sqrt{2mE}/\hbar\). In the oxide, with mass \(m_{ox}\) and barrier \(V_0\), the wave decays at the rate \(\kappa=\sqrt{2m_{ox}(V_0-E)}/\hbar\). Here \(E\) is the energy of that one direction. The wave function and its slope divided by the mass are continuous. At \(x=0\) this gives

\[
\frac{k\cot\varphi}{m}=\frac{\kappa}{m_{ox}}\quad\Rightarrow\quad\tan\varphi=\frac{m_{ox}k}{m\kappa}.
\]

At \(x=L\) the wave decays the other way, so the sign changes: \(\cot(kL+\varphi)=-\cot\varphi\), hence \(kL+\varphi=n\pi-\varphi\), or

\[
kL+2\arctan\frac{m_{ox}k}{m\kappa}=n\pi .
\]

For a small argument the arctangent equals its argument, and \(k(L+2\delta)\approx n\pi\) with \(\delta=m_{ox}/(m\kappa)\). The well acts as if it were wider by \(\delta\) at each wall. With rough oxide values \(V_0=2.5\) eV and \(m_{ox}=0.3\,m_0\), and \(E\ll V_0\), \(\delta=1.5\) nm.

Q: So my 30 by 15 section acts like 33 by 18, which is no longer 2:1.

A: Yes. Solving the full condition numerically for each direction gives \(E(4,1)-E(2,2)=14\) meV at the drawn size. But the coincidence has moved, not vanished. The simple estimate asks for \(W+2\delta=2(T+2\delta)\), so \(W=2T+2\delta=33\) nm. The full condition gives 32.8 nm. An unequal section can still have the pair, at a drawn ratio near 2.2 in this estimate.

Q: Charge in the channel bends the potential too, and not separably. Why should the levels cross then, rather than repel?

A: Measure \(y=s-T/2\) from the midplane. The state with \(p=1\) is even in \(y\); the one with \(p=2\) is odd. If the potential \(V(x,y)\) is even in \(y\), then \(\langle4,1|V|2,2\rangle\) is the integral of an odd function and vanishes. More generally, such a potential never mixes even with odd states. The two levels can be followed separately as \(W\) changes, and if their difference changes sign, it passes through zero.

For a size, take a uniform electron density \(N=10^{18}\) cm⁻³ and a gate on all sides. With relative permittivity 13.9, the electron potential energy \(U\) obeys \(\nabla^2U=-e^2N/\varepsilon\), with \(U=0\) at the walls. The negative sign makes \(U\) highest in the middle, where it reaches 33 meV: the electrons repel one another towards the gate. I solved this equation for the fixed uniform density, then the wave equation with \(U\) added, on a two-dimensional Chebyshev grid, keeping the hard walls. At 30 nm, \((4,1)\) lies 2.7 meV above \((2,2)\). They meet again at \(W=30.4\) nm. These numbers depend on the assumed uniform density. Confined electrons avoid the walls and gather near the middle; if the same charge is distributed as in the filled hard-wall subbands, without iterating further, the splitting is about 5.6 meV and the crossing lies near 30.8 nm. Iterating until charge and potential agree lowers the splitting at 30 nm to about 5.0 meV.

Q: And if the top and bottom faces differ?

A: Then a gap can open. Near the crossing, keep just these two states, let \(\Delta\) be their separation without coupling, and let \(C\) be the coupling:

\[
H=\begin{pmatrix}\bar E+\Delta/2&C\\C^*&\bar E-\Delta/2\end{pmatrix},\qquad
E_\pm=\bar E\pm\sqrt{\frac{\Delta^2}{4}+|C|^2}.
\]

The separation is \(\sqrt{\Delta^2+4|C|^2}\), whose least value is \(2|C|\), at \(\Delta=0\). This neglects the other subbands.

Asymmetry alone is not enough, however. Take the hard-wall section without the charge potential. A uniform field across the thickness adds a potential depending on \(y\) alone. Its coupling contains the overlap of \(n=4\) with \(n=2\), which is zero. The problem stays separable, \(n\) still labels the states, and the levels can still cross. With the charge potential present as well, each state mixes several values of \(n\), and the same field can then couple the two levels.

Q: Give me a potential that does couple them.

A: Take \(V=v\,(2y/T)\cos(2\pi x/W)\). Since \(\sin\theta\cos\theta=\tfrac12\sin2\theta\), the width factor is

\[
\frac2W\int_0^W\sin\frac{4\pi x}{W}\sin\frac{2\pi x}{W}\cos\frac{2\pi x}{W}\,dx
=\frac1W\int_0^W\sin^2\frac{4\pi x}{W}\,dx=\frac12 .
\]

In the thickness factor, \(2y/T=2s/T-1\), and the constant drops out by orthogonality. Writing the product of sines as a difference of cosines,

\[
\frac{4}{T^2}\int_0^T s\,\sin\frac{\pi s}{T}\sin\frac{2\pi s}{T}\,ds
=\frac{2}{T^2}\int_0^T s\left(\cos\frac{\pi s}{T}-\cos\frac{3\pi s}{T}\right)ds .
\]

For odd \(q\), integration by parts gives \(\int_0^T s\cos(q\pi s/T)\,ds=-2T^2/(q^2\pi^2)\). The factor is therefore

\[
-\frac{4}{\pi^2}\left(1-\frac19\right)=-\frac{32}{9\pi^2}.
\]

So \(|C|=16v/(9\pi^2)\), and the least gap is \(32v/(9\pi^2)\approx0.36\,v\). For \(v=5\) meV that is 1.8 meV, less than the 8.6 meV broadening.

Q: My mass is isotropic. What happens in silicon?

A: Each valley has its own \(\rho\). Use rough masses of \(0.92\,m_0\) and \(0.19\,m_0\), with channel and faces along the cubic axes. Valleys whose heavy axis lies along the current have two light masses in the section, so at 2:1 they keep the coincidence. For the others, inserting \(W=2T\) gives

\[
E(4,1)-E(2,2)=\frac{3\pi^2\hbar^2}{2T^2}\left(\frac1{m_w}-\frac1{m_t}\right).
\]

At 30 nm by 15 nm this is \(-21\) meV with the heavy mass along the width and \(+21\) meV with it along the thickness. But \(\rho=4\) can be reached with other sides:

\[
W=2T\sqrt{m_t/m_w}.
\]

For a 5 nm sheet with the heavy mass along the thickness, \(W=10\sqrt{0.92/0.19}=22\) nm. That shape is far from 2:1, yet this valley has the pair in the hard-wall model. Conversely, a square section with unequal masses has \(\rho=m_w/m_t\neq1\), and its \((1,2)\) and \((2,1)\) levels differ. The side lengths alone decide neither case.

Q: How close is my example to a real transistor?

A: The mass is roughly that of indium gallium arsenide, whose lowest conduction valley is nearly isotropic. A thickness of 15 nm is large for a nanosheet; silicon sheets are more like 5 nm thick and a few tens of nanometres wide. Of the effects estimated here that split the pair in your section, the soft oxide wall is the largest: 14 meV, or 8% of the pair's hard-wall energy of 186 meV. I have not combined it with the charge, nor included rounded corners or rough faces.

The energy itself is less secure than the coincidence. A common correction for a nonparabolic band replaces the parabolic energy \(\epsilon\) by the solution of \(E(1+\alpha E)=\epsilon\), that is

\[
E=\frac{\sqrt{1+4\alpha\epsilon}-1}{2\alpha}.
\]

With a rough \(\alpha=1.2\) per eV, the pair moves from 186 to 156 meV. With hard walls both states move together, because in this one-band estimate \(E\) depends on \(\epsilon\) alone. With soft walls the pair is already split, and the 14 meV splitting falls to about 10 meV. Most of the fall comes from the relation above, which compresses the spacing between levels. A smaller part comes from the heavier mass at higher energy, which reduces the penetration into the oxide.

Q: Are these subbands occupied at all?

A: Slightly. The density above corresponds to \(10^{-3}\times30\times15=0.45\) electrons per nm of channel. Each subband holds \((2/\pi)\int_0^\infty f\,dk\) electrons per unit length, where \(f\) is the Fermi function and the prefactor counts spin and both signs of \(k\). Adjusting the Fermi level numerically until the parabolic hard-wall subbands hold 0.45 per nm at 300 K puts it 127 meV above the band edge. The pair then holds about 4% of the electrons. Soft walls and the nonparabolic correction lower the levels; with both included roughly, the two states hold about 10%. For the total charge in this state, the coincidence is still a small matter. For counting subbands, or for scattering into them, it should not be assumed away.

Q: So I may say that unequal sides split the exchange pairs when the mass is isotropic, but I must compute the levels before calling the rest nondegenerate.

A: Yes. And when two computed edges lie close together, look at their symmetry across the thickness. If the section and potential are symmetric about the midplane and the parities differ, a small change of width may bring them together exactly within the single-band effective-mass model used here, which leaves out spin-orbit coupling and the atomic structure of the crystal.
